# When the mean ion energy overestimates an ion-assisted etch yield

A wafer on an rf-biased electrode is struck by ions whose energies are modulated by the oscillating sheath voltage. The modulation is strong if the ions cross the sheath in a small part of an rf period, and weak if the crossing takes many periods. If the ions cross the sheath without collisions, their energy distribution often has two peaks, one near the lowest and one near the highest energy. An etch-rate estimate may nevertheless use a single number, the mean ion energy. Does this make the predicted yield too high or too low?

Take the yield per ion to be

$$
Y(E)=\begin{cases}A\left(\sqrt E-\sqrt{E_{th}}\right), & E>E_{th},\\ 0, & E\le E_{th},\end{cases}
$$

with $E_{th}>0$. Energies are in eV and yields in removed atoms per ion, so $A$ has the unit atoms per ion per eV$^{1/2}$. One ion species arrives at a fixed angle, and the surface condition and neutral supply are fixed, so that $A$ and $E_{th}$ are constants.

Angle brackets denote an average over the ions that arrive at the surface. This is a flux average: the etch rate per unit area is the ion flux times $\langle Y\rangle$. The mean energy $\bar E=\langle E\rangle$ includes the ions below threshold. The quantity to be studied is

$$
D=Y(\bar E)-\langle Y\rangle .
$$

A positive $D$ means that the mean energy overestimates the yield.

Two features of the yield law compete. Above threshold the square root bends downward, so an ion above the mean gains less yield than an equally displaced ion below the mean loses. This favors $D>0$. At threshold, however, the yield stops falling: an ion far below threshold contributes zero, not a negative yield. This favors $D<0$. The result derived below in two ways is that a critical threshold $E_*$ separates the two outcomes. It lies between the lowest ion energy $E_{min}$ and $\bar E$, and

$$
D>0\quad\text{if and only if}\quad E_{th}<E_* .
$$

## First derivation: integrating the bimodal spectrum

### The spectrum

Model the arrival energy by

$$
E=\bar E+w\cos\phi,\qquad 0<w\le\bar E,
$$

where $\phi$ is uniformly distributed over the arriving ions. The energies run from $E_{min}=\bar E-w$ to $E_{max}=\bar E+w$. Because the cosine takes the same values in both halves of its cycle, it suffices to use $0\le\phi\le\pi$ with probability density $1/\pi$.

To see that this spectrum is bimodal, change variable from phase to energy. Since $|dE/d\phi|=w\sin\phi$,

$$
f(E)=\frac{1}{\pi w\sin\phi}
=\frac{1}{\pi\sqrt{w^2-(E-\bar E)^2}}
=\frac{1}{\pi\sqrt{(E-E_{min})(E_{max}-E)}} .
$$

The density peaks at both edges, where the energy is stationary with respect to phase. The peaks are infinitely high but have finite area. Each outer tenth of the energy range holds about 20% of the ions, and each of the two central tenths about 6%.

### The average yield

An ion etches if $\bar E+w\cos\phi>E_{th}$. For a threshold inside the spectrum, define the cutoff phase by

$$
\cos\phi_c=\frac{E_{th}-\bar E}{w}.
$$

The cosine decreases on $[0,\pi]$, so the etching ions are those with $\phi<\phi_c$, and their fraction is $\phi_c/\pi$. If $E_{th}\le E_{min}$, set $\phi_c=\pi$; if $E_{th}\ge E_{max}$, set $\phi_c=0$. Then

$$
\langle Y\rangle=\frac A\pi\int_0^{\phi_c}
\left(\sqrt{\bar E+w\cos\phi}-\sqrt{E_{th}}\right)d\phi .
$$

For the first term put $\phi=2\theta$, so that $d\phi=2\,d\theta$ and $\cos\phi=1-2\sin^2\theta$. The energy becomes

$$
\bar E+w-2w\sin^2\theta
=(\bar E+w)(1-m\sin^2\theta),\qquad
m=\frac{2w}{\bar E+w}.
$$

With the incomplete elliptic integral of the second kind,

$$
\mathcal E(\theta_c|m)=\int_0^{\theta_c}\sqrt{1-m\sin^2\theta}\,d\theta,
$$

the average is

$$
\langle Y\rangle=A\left[\frac2\pi\sqrt{\bar E+w}\;
\mathcal E\!\left(\frac{\phi_c}{2}\Big|m\right)
-\frac{\phi_c}{\pi}\sqrt{E_{th}}\right].
$$

The factor 2 comes from $d\phi=2\,d\theta$, and the upper limit is halved for the same reason.

### The sign of the error

Start with a threshold at or below $E_{min}$, so that all ions contribute. The threshold terms cancel and

$$
D=A\left(\sqrt{\bar E}-\langle\sqrt E\rangle\right).
$$

To find its sign, pair the phases $\phi$ and $\pi-\phi$:

$$
\langle\sqrt E\rangle=\frac1\pi\int_0^{\pi/2}
\left(\sqrt{\bar E+w\cos\phi}+\sqrt{\bar E-w\cos\phi}\right)d\phi .
$$

The square of the bracket is

$$
2\bar E+2\sqrt{\bar E^2-w^2\cos^2\phi}<4\bar E
$$

for every $\phi<\pi/2$. The bracket is therefore less than $2\sqrt{\bar E}$, and the integral gives $\langle\sqrt E\rangle<\sqrt{\bar E}$. Hence $D>0$. If $w=\bar E$, then $E_{min}=0$, and this value is the limit of $D$ as $E_{th}\to0$.

Now raise the threshold. Differentiating the phase integral gives a term from the moving limit and a term from the integrand. The first vanishes because the integrand is zero at $\phi_c$. The second gives

$$
\frac{d\langle Y\rangle}{dE_{th}}
=-\frac{A}{2\sqrt{E_{th}}}\frac{\phi_c}{\pi}.
$$

For $E_{th}<\bar E$, the estimate has derivative $dY(\bar E)/dE_{th}=-A/(2\sqrt{E_{th}})$. Subtraction gives

$$
\frac{dD}{dE_{th}}=-\frac{A}{2\sqrt{E_{th}}}
\left(1-\frac{\phi_c}{\pi}\right).
$$

The bracket is the fraction of ions below threshold. A higher threshold lowers the estimate as though every ion were affected, whereas the true average falls only through the ions that still etch. Thus $D$ is constant up to $E_{min}$ and then strictly decreases up to $\bar E$.

At $E_{th}=\bar E$ the estimate is zero, but the upper half of the spectrum still etches, so $D<0$. A continuous, strictly decreasing function that goes from positive to negative has one zero. This is $E_*$, with $E_{min}<E_*<\bar E$. For $\bar E<E_{th}<E_{max}$ the estimate remains zero while $\langle Y\rangle>0$, so $D$ remains negative. For $E_{th}\ge E_{max}$ both yields vanish and $D=0$. This proves the criterion for the cosine model.

### Scaling and a critical mean energy

Write $u=w/\bar E$. Since $E=\bar E(1+u\cos\phi)$, every square root of energy in $D$ can be divided by $\sqrt{\bar E}$. What remains depends on $u$ and $E_{th}/\bar E$ alone, so

$$
\frac{E_*}{\bar E}=r(u).
$$

At fixed relative width and fixed threshold, the mean energy gives an overestimate when

$$
\bar E>\frac{E_{th}}{r(u)} .
$$

Solving $D=0$ numerically gives $r=0.836$, $0.652$, $0.498$ and $0.434$ for $u=0.2$, $0.5$, $5/6$ and $1$. The corresponding values of $E_{min}/\bar E$ are $0.8$, $0.5$, $0.167$ and $0$. In each case some ions may lie below threshold while the mean energy still overestimates the yield.

### Four mean energies

Take the round model parameters $A=0.1$ atoms per ion per eV$^{1/2}$, $E_{th}=20$ eV and $u=5/6$. The critical mean energy is $20/0.4979=40.2$ eV.

At $\bar E=150$ eV, $w=125$ eV and the ions span 25 to 275 eV. All etch. The estimate is

$$
Y(\bar E)=0.1(\sqrt{150}-\sqrt{20})
=0.1(12.247-4.472)=0.778 .
$$

The spectrum has $\langle\sqrt E\rangle=11.584$ eV$^{1/2}$, so

$$
\langle Y\rangle=0.1(11.584-4.472)=0.711 .
$$

The estimate is 9.3% too high, relative to $\langle Y\rangle$.

At $\bar E=60$ eV, the ions span 10 to 110 eV. Here $\cos\phi_c=(20-60)/50=-0.8$, so $\phi_c=2.498$ and $2.498/\pi=0.795$ of the ions etch. The estimate is 0.327 and the average 0.303. Although about one ion in five is below threshold, the estimate is still 8.2% too high.

At $\bar E=30$ eV, the range is 5 to 55 eV. Now $\cos\phi_c=-10/25=-0.4$, and 63% of the ions etch. The estimate is 0.101 and the average 0.121, so the estimate is 16.7% too low even though the mean energy exceeds the threshold.

At $\bar E=15$ eV, the range is 2.5 to 27.5 eV. The estimate is zero, but 37% of the ions etch and give $\langle Y\rangle=0.019$. The mean energy misses the etching altogether.

## Second derivation: splitting the yield law

The same criterion follows without integrating any particular spectrum. Let the ion energies be nonnegative, with finite mean and nonzero spread. Here $E_{min}$ is the lower edge of the spectrum: no ions lie below it, but some lie below any higher energy. $E_{max}$ is the corresponding upper edge and may be infinite.

### Concavity gap and threshold shortfall

Let $(x)_+$ equal $x$ for $x>0$ and zero otherwise. For any number $x$, $(x)_+=x+(-x)_+$. With $x=\sqrt E-\sqrt{E_{th}}$,

$$
Y(E)=A\left[\sqrt E-\sqrt{E_{th}}
+\left(\sqrt{E_{th}}-\sqrt E\right)_+\right].
$$

The last term cancels the negative yield that the square-root law would assign below threshold. Average this expression and subtract it from $Y(\bar E)=A(\sqrt{\bar E}-\sqrt{E_{th}})$, which is valid for $E_{th}\le\bar E$:

$$
D=A\,(G-S),
$$

$$
G=\sqrt{\bar E}-\langle\sqrt E\rangle,\qquad
S=\left\langle\left(\sqrt{E_{th}}-\sqrt E\right)_+\right\rangle .
$$

Call $G$ the concavity gap and $S$ the threshold shortfall. The mean energy overestimates the yield when the gap exceeds the shortfall.

The gap is positive. Expanding $(\sqrt E-\sqrt{\bar E})^2\ge0$ and dividing by $2\sqrt{\bar E}$ gives

$$
\sqrt E\le\sqrt{\bar E}+\frac{E-\bar E}{2\sqrt{\bar E}} .
$$

The last term averages to zero, so $\langle\sqrt E\rangle\le\sqrt{\bar E}$. Equality would require all ions to have energy $\bar E$, which the nonzero spread excludes.

### One crossing for any spectrum

The gap does not depend on $E_{th}$. The shortfall is zero for $E_{th}\le E_{min}$. Above $E_{min}$, raising the threshold increases $(\sqrt{E_{th}}-\sqrt E)_+$ for every ion below the new threshold and lowers it for none. Such ions are present, so $S$ rises strictly. It is continuous because, for each ion, the term changes by no more than $\sqrt{E_{th}}$ does.

At $E_{th}=\bar E$ the estimate is zero, while a spectrum of nonzero spread has ions above its mean. Therefore $D<0$ and $S>G$ there. The rising shortfall must equal the fixed gap at one threshold $E_*$ between $E_{min}$ and $\bar E$. For higher thresholds below $E_{max}$, $D$ stays negative because the estimate is zero and some ions etch. This is the same criterion, now without the cosine model.

The numbers above show the competition. At 60 eV, $G=0.420$ and $S=0.171$ eV$^{1/2}$, so $D=0.1(0.420-0.171)=+0.025$ atoms per ion. At 30 eV, $G=0.297$ and $S=0.498$ eV$^{1/2}$, so $D=-0.020$. The gap changes modestly, but the shortfall nearly triples.

### Unequal peaks

Let two sharp lines at $E_1<E_2$ carry ion fractions $p_1$ and $p_2=1-p_1$, both nonzero. For $E_1<E_{th}<\bar E$, only the upper line etches:

$$
\frac DA=\sqrt{\bar E}-\sqrt{E_{th}}
-p_2\left(\sqrt{E_2}-\sqrt{E_{th}}\right)
=\sqrt{\bar E}-p_2\sqrt{E_2}-p_1\sqrt{E_{th}} .
$$

Here $-1+p_2=-p_1$ was used. Setting $D=0$ gives

$$
\sqrt{E_*}=\frac{\sqrt{\bar E}-p_2\sqrt{E_2}}{p_1}.
$$

For lines at 10 and 110 eV with fractions 0.6 and 0.4, the mean is $0.6\times10+0.4\times110=50$ eV. Then

$$
\sqrt{E_*}=\frac{7.071-0.4\times10.488}{0.6}
=4.793\ \text{eV}^{1/2},
$$

or $E_*=23.0$ eV. For a threshold of 20 eV the estimate is 0.260 and the average 0.241: too high. For 30 eV they are 0.159 and 0.200: too low. The spectrum is the same; moving the threshold across $E_*$ reverses the error.

### Narrow and energetic spectra

For a narrow spectrum wholly above threshold, expand about the mean with $\delta=E-\bar E$:

$$
\sqrt E=\sqrt{\bar E}+\frac{\delta}{2\sqrt{\bar E}}
-\frac{\delta^2}{8\bar E^{3/2}}+\cdots .
$$

The linear term averages to zero, so to leading order

$$
D\simeq\frac{A\langle\delta^2\rangle}{8\bar E^{3/2}}
=\frac{Aw^2}{16\bar E^{3/2}} .
$$

The second form is for the cosine model, where $\langle\delta^2\rangle=w^2\langle\cos^2\phi\rangle=w^2/2$. At $\bar E=150$ eV and $w=15$ eV, the actual error exceeds this law by 0.24%. At $w=125$ eV the law gives 0.053 instead of 0.066 atoms per ion, about 20% below the actual error. It is not accurate for so wide a spectrum.

A narrow spectrum does not by itself guarantee an overestimate. The gap is of order $w^2$, but if the threshold cuts into the spectrum by a fixed fraction of its width, the shortfall is of order $w$. For sufficiently small $w$ the shortfall then wins. The critical threshold must therefore approach the lower edge, measured in units of the width. In the cosine model, $(E_*-E_{min})/w$ is 0.30 at $u=0.5$ and 0.18 at $u=0.2$.

In the opposite regime, let $\bar E$ grow at fixed $u<1$. Eventually all ions exceed the threshold, and

$$
\frac{D}{\langle Y\rangle}
=\frac{G}{\langle\sqrt E\rangle-\sqrt{E_{th}}}
\longrightarrow\frac{G}{\langle\sqrt E\rangle}.
$$

Both $G$ and $\langle\sqrt E\rangle$ scale as $\sqrt{\bar E}$, so the relative error tends to a constant. For $u=5/6$ it is $0.664/11.584=5.7\%$. The error of 9.3% at 150 eV is larger because the threshold reduces the denominator. At fixed relative width, high energy therefore does not remove the error. At fixed absolute width $w$ it does: the narrow-spectrum law then applies, and once $\sqrt{\bar E}\gg\sqrt{E_{th}}$ the relative error approaches $w^2/(16\bar E^2)$.

## What each derivation assumes

Both derivations assume constant $A$ and $E_{th}$ and an average over arriving ions. If a change in the ion spectrum also changes the surface coverage, $A$ may change with it, and the comparison made here need not settle the sign of the error.

The first derivation also assumes a sinusoidal energy modulation and a uniform phase. In return it gives the yield, the fraction of etching ions and the critical ratio $r(u)$. Collisions in the sheath or a nonsinusoidal modulation can change $f(E)$, and these numbers then cannot be carried over. Even with a sinusoidal sheath voltage and no collisions, a crossing time comparable to the rf period can make the two peaks unequal and shift the critical ratio.

The second derivation needs neither symmetry nor two peaks. It requires a finite mean and nonzero spread, and it proves that a critical threshold exists. By itself it does not give the value: $G$ and $S$ must still be evaluated for the actual spectrum. For $E_{th}<\bar E<4E_{th}$, knowing the mean energy alone is not enough to decide the sign if some ions may lie below threshold. A narrow spectrum wholly above threshold gives $D>0$. But if a small fraction $\varepsilon$ of the ions has zero energy and the rest form one line just above the mean, then $D\simeq A\varepsilon(\sqrt{\bar E}/2-\sqrt{E_{th}})<0$. For $\bar E>4E_{th}$ the mean energy always overestimates the yield. The tangent to $Y(E)$ at $\bar E$ is then positive even at $E=0$, so it lies above the yield law at every energy except $\bar E$, where they touch. The average of the tangent is $Y(\bar E)$, which therefore exceeds $\langle Y\rangle$. If every ion is known to be at or above threshold, the sign is settled without further detail of the spectrum: the mean energy overestimates the yield. These rules belong to the square-root law, which is concave from the threshold upward. Some sputter-yield fits rise from threshold as a power greater than one and are convex there. For such a law the sign can reverse even with every ion above threshold: with $Y\propto\sqrt E\,(1-\sqrt{E_{th}/E})^{5/2}$, $E_{th}=20$ eV and a cosine spectrum from 20 to 40 eV, the mean energy underestimates the yield by about 30%.

The second derivation also shows which property of the yield law matters. Replace $\sqrt E$ by another increasing, strictly concave function $g(E)$, with the same cutoff. The split into gap and shortfall is unchanged, and so is the argument for one crossing. If $g$ is linear, the gap vanishes and $D=-AS\le0$ for $E_{th}\le\bar E$: the mean energy then cannot overestimate the yield. The overestimate comes from the curvature above threshold, and the cutoff opposes it.

The numerical output below gives the values for both forms of the bimodal spectrum.

## Calculated quantities

```
A = 0.10 atoms/ion/eV^0.5, Eth = 20.0 eV
relative half-width w/mean = 0.8333
ion fraction in each outer tenth of range = 0.2048
ion fraction in each central tenth = 0.0641
mean 150 eV: w = 125.0, range 25.0 to 275.0 eV
  cutoff phase = 3.1416 rad, fraction above Eth = 1.0000
  <sqrt E> = 11.5837, gap = 0.6637, shortfall = 0.0000 eV^0.5
  Y(mean) = 0.7775, <Y> = 0.7112, difference = +0.0664 atoms/ion
  difference relative to <Y> = +9.3 %
mean 60 eV: w = 50.0, range 10.0 to 110.0 eV
  cutoff phase = 2.4981 rad, fraction above Eth = 0.7952
  <sqrt E> = 7.3262, gap = 0.4198, shortfall = 0.1713 eV^0.5
  Y(mean) = 0.3274, <Y> = 0.3025, difference = +0.0248 atoms/ion
  difference relative to <Y> = +8.2 %
mean 30 eV: w = 25.0, range 5.0 to 55.0 eV
  cutoff phase = 1.9823 rad, fraction above Eth = 0.6310
  <sqrt E> = 5.1804, gap = 0.2968, shortfall = 0.4982 eV^0.5
  Y(mean) = 0.1005, <Y> = 0.1206, difference = -0.0201 atoms/ion
  difference relative to <Y> = -16.7 %
mean 15 eV: w = 12.5, range 2.5 to 27.5 eV
  cutoff phase = 1.1593 rad, fraction above Eth = 0.3690
  <sqrt E> = 3.6631, gap = 0.2099, shortfall = 0.9975 eV^0.5
  Y(mean) = 0.0000, <Y> = 0.0188, difference = -0.0188 atoms/ion
  difference relative to <Y> = -100.0 %
critical mean energy for this shape = 40.17 eV
w/mean = 0.2000: Emin/mean = 0.8000, E*/mean = 0.8357
w/mean = 0.5000: Emin/mean = 0.5000, E*/mean = 0.6521
w/mean = 0.8333: Emin/mean = 0.1667, E*/mean = 0.4979
w/mean = 1.0000: Emin/mean = 0.0000, E*/mean = 0.4344
narrow law, mean 150 eV, w = 15.0 eV: actual/law = 1.00235
narrow law, mean 150 eV, w = 7.5 eV: actual/law = 1.00059
narrow law at mean 150 eV, w = 125 eV: 0.0532 atoms/ion
two lines: 10 and 110 eV, weights 0.6 and 0.4
  mean = 50.0 eV, E* = 22.97 eV
  Eth = 20 eV: Y(mean) = 0.2599, <Y> = 0.2406 atoms/ion
  Eth = 30 eV: Y(mean) = 0.1594, <Y> = 0.2004 atoms/ion
random five-line spectra tested = 200
```
